\section*{The Z-vector method for analytic MP2 gradients, part 1}

(Sections cited here and not found follow in the second part.)

\section{The adjoint equation and the orbital derivative of the MP2 energy}

\subsection{Definitions and conventions}

The molecule has $N$ nuclei, and $x$ denotes one perturbation parameter, usually one of the $3N$ nuclear coordinates. The reference state is a closed-shell restricted Hartree--Fock (RHF) determinant with real orbitals. Indices $i,j,k,l$ denote occupied orbitals, $a,b,c$ virtual orbitals, and $p,q,r,s$ orbitals of either kind. Greek indices denote atomic basis functions. Atomic units are used.

Two-electron integrals are written in the order
\begin{equation}
(pq|rs)=\iint \phi_p(\mathbf r_1)\phi_q(\mathbf r_1)
\frac{1}{|\mathbf r_1-\mathbf r_2|}
\phi_r(\mathbf r_2)\phi_s(\mathbf r_2)\,d\mathbf r_1 d\mathbf r_2 .
\end{equation}
For real orbitals they are unchanged by $p\leftrightarrow q$, by $r\leftrightarrow s$, and by exchange of the two pairs. The Fock matrix is
\begin{equation}
f_{pq}=h_{pq}+\sum_k\left[2(pq|kk)-(pk|qk)\right],
\label{fock}
\end{equation}
where $h$ is the one-electron Hamiltonian. At the reference geometry $x=0$ the orbitals are canonical, $f_{pq}=\varepsilon_p\delta_{pq}$.

A superscript in parentheses means that the integrals over basis functions are differentiated while the orbital coefficients $C_{\mu p}$ stay fixed. For example,
\begin{equation}
S_{pq}^{(x)}=\sum_{\mu\nu}C_{\mu p}C_{\nu q}
\frac{\partial S_{\mu\nu}}{\partial x},
\end{equation}
with $S_{\mu\nu}$ the overlap matrix. The same rule defines $h_{pq}^{(x)}$, $(pq|rs)^{(x)}$ and, through Eq.~\eqref{fock}, $f_{pq}^{(x)}$. The change of the nuclear attraction operator is part of $h^{(x)}$.

All electrons are correlated. The orbital response matrix defined below is assumed nonsingular, and no MP2 energy denominator vanishes.

\subsection{One adjoint solution for all perturbations}

Let a column of parameters $u$ be fixed by equations $g(x,u)=0$, as many equations as parameters, and let $E(x,u)$ be the energy. Define
\begin{equation}
M=\frac{\partial g}{\partial u},\qquad
B^x=-\frac{\partial g}{\partial x},\qquad
L=\frac{\partial E}{\partial u},\qquad
U^x=\frac{du}{dx}.
\end{equation}
Row $m$ and column $n$ of $M$ hold $\partial g_m/\partial u_n$. Since $g$ remains zero as $x$ changes, its total derivative vanishes:
\begin{equation}
\frac{\partial g}{\partial x}+M U^x=0
\quad\Longrightarrow\quad M U^x=B^x .
\label{direct}
\end{equation}
The chain rule for the energy gives
\begin{equation}
\frac{dE}{dx}=\frac{\partial E}{\partial x}+L^T U^x .
\label{chain}
\end{equation}
If $E$ is stationary in $u$, then $L=0$ and no response is needed. The MP2 energy is not stationary with respect to the orbitals, so Eq.~\eqref{chain} seems to require one solution of Eq.~\eqref{direct} for each of the $3N$ coordinates.

The gradient needs $U^x$ in one scalar product, however. Define $z$ by
\begin{equation}
M^T z=L .
\label{adjoint}
\end{equation}
Transposing this equation gives $L^T=z^T M$, and therefore
\begin{equation}
L^T U^x=(z^T M)U^x=z^T(MU^x)=z^T B^x .
\label{identity}
\end{equation}
The vector $L$ does not depend on which coordinate is displaced, and neither does $z$. One linear system replaces $3N$ systems. The quantities $B^x$ still depend on the perturbation, but contracting them with $z$ requires no further linear solution.

The same result follows from $\mathcal L=E-z^T g$. Requiring $\partial\mathcal L/\partial u=0$ gives $L-M^T z=0$, and the remaining explicit derivative is $\partial E/\partial x-z^T\partial g/\partial x=\partial E/\partial x+z^T B^x$. Thus $z$ measures how strongly the energy reacts when the constraint equations are disturbed.

An iterative solver returns an approximate vector $\tilde z$ with residual $\rho=L-M^T\tilde z$. Since $M^T(z-\tilde z)=\rho$, the error in the derivative is
\begin{equation}
(z-\tilde z)^T B^x=(z-\tilde z)^T M U^x=\rho^T U^x .
\label{residual}
\end{equation}
The residual needed for a given accuracy therefore depends on the size of the orbital response. Near a singularity of $M$ the response can become large, and a small residual is then no guarantee of a small gradient error.

\subsection{A small nonsymmetric system}

Take three parameters and four perturbations, one in each column of $B$:
\begin{equation}
M=\begin{pmatrix}4&1&0\\2&3&1\\0&1&2\end{pmatrix},\quad
B=\begin{pmatrix}1&0&2&1\\0&1&1&-1\\1&1&0&3\end{pmatrix},\quad
L=\begin{pmatrix}1\\2\\1\end{pmatrix}.
\end{equation}
The direct route solves four systems and gives
\begin{equation}
U=\begin{pmatrix}
3/8&-1/16&1/2&5/8\\
-1/2&1/4&0&-3/2\\
3/4&3/8&0&9/4
\end{pmatrix}.
\end{equation}
For the first column, $L^T U=3/8-1+3/4=1/8$. All four columns together give
\begin{equation}
L^T U=(1/8,\;13/16,\;1/2,\;-1/8).
\label{smallresult}
\end{equation}

The adjoint equations use the columns of $M$:
\begin{align}
4z_1+2z_2&=1, & z_1+3z_2+z_3&=2, & z_2+2z_3&=1 .
\end{align}
The first and third give $z_1=(1-2z_2)/4$ and $z_3=(1-z_2)/2$. Inserted into the second, they give
\begin{equation}
\frac14-\frac{z_2}{2}+3z_2+\frac12-\frac{z_2}{2}
=\frac34+2z_2=2 .
\end{equation}
Hence $z_2=5/8$, $z_1=-1/16$ and $z_3=3/16$. The four products with the columns of $B$ are
\begin{align}
-\tfrac1{16}+\tfrac3{16}&=\tfrac18, &
\tfrac58+\tfrac3{16}&=\tfrac{13}{16},\\
-\tfrac18+\tfrac58&=\tfrac12, &
-\tfrac1{16}-\tfrac58+\tfrac9{16}&=-\tfrac18,
\end{align}
in agreement with Eq.~\eqref{smallresult}.

If the transpose is omitted, the system $Mw=L$ gives $w=(1/8,1/2,1/4)^T$ and $w^T B=(3/8,3/4,3/4,3/8)$. These are not the required derivatives. For a symmetric $M$ the two systems coincide.

\subsection{A functional for the MP2 energy}

For canonical orbitals let
\begin{equation}
\Delta_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j,
\qquad
t_{ij}^{ab}=-\frac{(ia|jb)}{\Delta_{ij}^{ab}},
\qquad
\tilde t_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba}.
\label{amp}
\end{equation}
The closed-shell MP2 correlation energy is
\begin{equation}
E_2=\sum_{ijab}\tilde t_{ij}^{ab}(ia|jb).
\label{mp2}
\end{equation}
Differentiating this expression directly would involve derivatives of the amplitudes and of the orbital energies. Both are avoided with the Hylleraas functional
\begin{equation}
J=2\sum_{ijab}\tilde t_{ij}^{ab}(ia|jb)
+\sum_{ij}D_{ij}f_{ij}+\sum_{ab}D_{ab}f_{ab},
\label{functional}
\end{equation}
where
\begin{equation}
D_{ij}=-2\sum_{kab}\tilde t_{ik}^{ab}t_{jk}^{ab},\qquad
D_{ab}=2\sum_{ijc}\tilde t_{ij}^{ac}t_{ij}^{bc},\qquad
D_{ai}=D_{ia}=0 .
\label{density}
\end{equation}
The amplitudes are now variables with the symmetry $t_{ij}^{ab}=t_{ji}^{ba}$. Both blocks of $D$ are symmetric. In $D_{ij}$, for example, the exchange part contains $\sum_{kab}t_{ik}^{ba}t_{jk}^{ab}$, which is unchanged by $i\leftrightarrow j$ after $a$ and $b$ are relabelled.

To check the functional, insert canonical orbitals. The occupied term is
\begin{equation}
\sum_i D_{ii}\varepsilon_i
=-2\sum_{ikab}\varepsilon_i\tilde t_{ik}^{ab}t_{ik}^{ab}
=-\sum_{ikab}(\varepsilon_i+\varepsilon_k)\tilde t_{ik}^{ab}t_{ik}^{ab}.
\end{equation}
The last step averages the sum with its copy under $(i,a)\leftrightarrow(k,b)$. The virtual term gives $\varepsilon_a+\varepsilon_b$ in the same way, with a positive sign. Thus
\begin{equation}
J=2\sum_{ijab}\tilde t_{ij}^{ab}(ia|jb)
+\sum_{ijab}\Delta_{ij}^{ab}\tilde t_{ij}^{ab}t_{ij}^{ab}.
\label{canonicalJ}
\end{equation}
Because $\Delta_{ij}^{ab}=\Delta_{ij}^{ba}$, relabelling $a\leftrightarrow b$ in the exchange part shows that $\sum\Delta\,\tilde t\,\delta t=\sum\Delta\,t\,\delta\tilde t$. The variation is therefore
\begin{equation}
\delta J=2\sum_{ijab}\delta\tilde t_{ij}^{ab}
\left[(ia|jb)+\Delta_{ij}^{ab}t_{ij}^{ab}\right].
\end{equation}
The map from $t$ to $\tilde t$ is invertible: it multiplies the part symmetric in $a,b$ by 1 and the antisymmetric part by 3. Stationarity thus gives the amplitudes of Eq.~\eqref{amp}. At that point the second sum in Eq.~\eqref{canonicalJ} equals $-\sum\tilde t\,(ia|jb)$, so $J=E_2$.

The derivative of $J$ with respect to $t$ vanishes at the solution. The total derivative of $E_2$ can therefore be taken with $t$, and hence $D$, held fixed.

\subsection{Orbital changes and rotational invariance}

The columns of $C(0)$ span the basis, so the displaced orbitals can be written as
\begin{equation}
C(x)=C(0)(1+xU^x)+O(x^2),\qquad
\delta\phi_q=\sum_p\phi_p U_{pq}^x .
\label{orbital}
\end{equation}
In the second relation a factor $x$ is omitted, and the motion of the basis functions is counted separately. The first-order part of $C^T S C=1$ is
\begin{equation}
U_{pq}^x+U_{qp}^x+S_{pq}^{(x)}=0 .
\label{orth}
\end{equation}
Let $W_{pq}=\partial J/\partial U_{pq}$ at fixed amplitudes and fixed integrals over basis functions. All entries of $U$ are treated as independent in this definition; Eq.~\eqref{orth} is imposed afterwards.

Every occupied index in $J$ is contracted with another occupied index. A rotation among the occupied orbitals, accompanied by the same rotation of the amplitudes, leaves $J$ unchanged. The change of the amplitudes has no first-order effect, because $J$ is stationary in them. For an antisymmetric generator $\omega_{ij}$ it follows that $\sum_{ij}W_{ij}\omega_{ij}=0$, and hence
\begin{equation}
W_{ij}=W_{ji},\qquad W_{ab}=W_{ba}.
\label{sym}
\end{equation}
The virtual result follows by the same argument. Contracting a symmetric $W$ with $U^x$ selects the symmetric part of $U^x$, which is $-S^{(x)}/2$ by Eq.~\eqref{orth}. Differences such as $\varepsilon_i-\varepsilon_j$ do not appear as denominators, so degeneracy within the occupied or virtual space causes no difficulty here.

\subsection{The right-hand side of the adjoint equation}

The first term of $J$ contains four orbitals. Changing the first two gives
\begin{equation}
\delta(ia|jb)\to\sum_p\left[U_{pi}(pa|jb)+U_{pa}(ip|jb)\right].
\end{equation}
Changing the last two gives the same sum after $(i,a)\leftrightarrow(j,b)$. With the prefactor 2 in $J$, each contribution to $W$ has the factor 4.

The two explicit indices of the Fock matrix contribute
\begin{equation}
\sum_{rs}D_{rs}\sum_p(U_{pr}f_{ps}+U_{ps}f_{rp})
=2\sum_{pr}U_{pr}\varepsilon_pD_{pr},
\end{equation}
by the symmetry of $D$ and $f_{ps}=\varepsilon_p\delta_{ps}$. The Fock matrix also depends on the occupied orbitals in its mean field. Their change gives
\begin{align}
\delta f_{rs}
&=\sum_{pk}U_{pk}\left[4(rs|pk)-(rp|sk)-(rk|sp)\right]\nonumber\\
&=\sum_{pk}A_{rs,pk}U_{pk},
\end{align}
with
\begin{equation}
A_{pq,rs}=4(pq|rs)-(pr|qs)-(ps|qr).
\label{A}
\end{equation}
The factor 4 comes from the 2 in Eq.~\eqref{fock} and the two equal orbitals in $(rs|kk)$. Collecting all terms,
\begin{align}
W_{pi}&=4\sum_{jab}\tilde t_{ij}^{ab}(pa|jb)
+2\varepsilon_pD_{pi}+\sum_{rs}D_{rs}A_{rs,pi},\label{Wo}\\
W_{pa}&=4\sum_{ijb}\tilde t_{ij}^{ab}(ip|jb)
+2\varepsilon_pD_{pa}.\label{Wv}
\end{align}

Equation~\eqref{orth} gives $U_{ia}^x=-S_{ia}^{(x)}-U_{ai}^x$. The mixed blocks therefore contribute
\begin{equation}
\sum_{ai}(W_{ai}U_{ai}^x+W_{ia}U_{ia}^x)
=\sum_{ai}(W_{ai}-W_{ia})U_{ai}^x-\sum_{ai}W_{ia}S_{ia}^{(x)},
\end{equation}
and the right-hand side of the adjoint equation is
\begin{equation}
L_{ai}=W_{ai}-W_{ia}.
\label{L}
\end{equation}
It is the slope of the correlation energy functional when occupied and virtual orbitals are mixed without loss of orthonormality.

\section{The MP2 gradient without orbital derivatives}

\subsection{Quantities carried over}

The amplitudes $t$ and $\tilde t$ are those of Eq.~\eqref{amp}, and $D$ is the density of Eq.~\eqref{density}, without occupied--virtual elements. The matrix $W$ in Eqs.~\eqref{Wo} and \eqref{Wv} is the derivative of the MP2 functional with respect to the orbital changes $U$. Its occupied and virtual blocks are symmetric, and $L_{ai}=W_{ai}-W_{ia}$. The mean-field kernel $A$ is given by Eq.~\eqref{A}. Orthonormality requires $U_{pq}^x+U_{qp}^x=-S_{pq}^{(x)}$. For response equations $MU^x=B^x$, the vector defined by $M^T z=L$ satisfies $L^T U^x=z^T B^x$.

\subsection{The coupled-perturbed Hartree--Fock equations}

The response $U_{ai}^x$ is fixed by the Brillouin condition $f_{ai}=0$, which holds at every geometry. Its total derivative is
\begin{align}
0={}&f_{ai}^{(x)}+\sum_p\left(U_{pa}^xf_{pi}+U_{pi}^xf_{ap}\right)
+\sum_{pk}A_{ai,pk}U_{pk}^x\nonumber\\
={}&f_{ai}^{(x)}+\varepsilon_iU_{ia}^x+\varepsilon_aU_{ai}^x
+\sum_{bj}A_{ai,bj}U_{bj}^x+\sum_{kl}A_{ai,kl}U_{kl}^x .
\label{brillouin}
\end{align}
The first line contains the changes of the basis integrals, of the two explicit orbitals, and of the mean field. The second uses the canonical Fock matrix and separates virtual from occupied values of $p$.

The kernel satisfies $A_{ai,kl}=A_{ai,lk}$, so the last sum contains the symmetric part of $U_{kl}^x$, namely $-S_{kl}^{(x)}/2$. Replacing $U_{ia}^x$ by $-S_{ia}^{(x)}-U_{ai}^x$ and moving the known terms to the right gives
\begin{equation}
\sum_{bj}M_{ai,bj}U_{bj}^x=B_{ai}^x,
\label{cphf}
\end{equation}
with
\begin{align}
M_{ai,bj}&=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+A_{ai,bj},
\label{M}\\
B_{ai}^x&=-f_{ai}^{(x)}+\varepsilon_iS_{ai}^{(x)}
+\frac12\sum_{kl}A_{ai,kl}S_{kl}^{(x)} .
\label{B}
\end{align}
The diagonal gap in $M$ sets the cost of mixing two orbitals in a fixed mean field: turning the doubly occupied orbital $i$ by a small angle $\theta$ towards $a$ raises the energy of its two electrons in that field by $2(\varepsilon_a-\varepsilon_i)\theta^2$. The kernel $A$ describes how the mean field reacts to that mixing.

If an eigenvalue of $M$ approaches zero, the RHF solution becomes soft with respect to an orbital rotation. The response $U^x$ then grows without limit if $B^x$ keeps a component along the soft direction. The term $L^T U^x$ in the MP2 gradient grows with it if $L$ keeps such a component as well. The adjoint equation has the same singularity and does not remove it.

The slope $L$ and the response equations $MU^x=B^x$ are now in explicit form, and the adjoint identity shows that one solution for $z$ can replace the $3N$ solutions for $U^x$. It remains to assemble the MP2 gradient without orbital derivatives and to test it on a water molecule.
